# The Bond-Orbital Model: Covalent Energy, Polarity and Atomic Charges: test program

```python
# Bond-orbital model of a zinc-blende AB crystal (energies in eV).
# Result under test: with V2 = -<h_a|H|h_c> for facing sp3 hybrids,
# V3 = (cation hybrid energy - anion hybrid energy)/2 and
# alpha_p = V3/sqrt(V2^2+V3^2), the anion holds 4(1+alpha_p) electrons.
# Net charges in units of e: cation Zc-4+4*alpha_p, anion Za-4-4*alpha_p,
# where Zc and Za are the numbers of valence electrons of the free atoms.
# The formulas are compared with diagonalized Bloch Hamiltonians.
import numpy as np

ANION_S, ANION_P = -18.0, -9.0
CATION_S, CATION_P = -12.0, -6.0
SS, SP, PP_SIGMA, PP_PI = -1.8, 2.4, 3.0, -0.8
Z_CATION, Z_ANION = 3, 5

# Directions from an anion to its four cations, times sqrt(3)
SIGNS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
# Rows are hybrids, columns are s, px, py, pz
HYB_ANION = 0.5 * np.hstack([np.ones((4, 1)), SIGNS])
HYB_CATION = 0.5 * np.hstack([np.ones((4, 1)), -SIGNS])


def two_center(direction, scale=1.0):
    """Slater-Koster matrix <anion orbital|H|cation orbital>."""
    m = np.zeros((4, 4))
    m[0, 0] = SS
    m[0, 1:] = direction * SP
    m[1:, 0] = -direction * SP
    m[1:, 1:] = (np.outer(direction, direction) * (PP_SIGMA - PP_PI)
                 + np.eye(3) * PP_PI)
    return scale * m


def onsite(shift=0.0):
    """Orbital energies; shift moves all anion levels together."""
    anion = np.diag([ANION_S] + [ANION_P] * 3) + shift * np.eye(4)
    cation = np.diag([CATION_S] + [CATION_P] * 3)
    return anion, cation


def single_bond(shift=0.0, scale=1.0):
    """Diagonalize H between two facing hybrids."""
    anion, cation = onsite(shift)
    ha, hc = HYB_ANION[0], HYB_CATION[0]
    coupling = ha @ two_center(SIGNS[0] / np.sqrt(3), scale) @ hc
    h = np.array([[ha @ anion @ ha, coupling],
                  [coupling, hc @ cation @ hc]])
    levels, vectors = np.linalg.eigh(h)
    bond = vectors[:, 0] * np.sign(vectors[0, 0])
    return h, levels, bond


def crystal(mesh, shift=0.0):
    """Bloch H in the bond/antibond basis, and that basis in orbitals."""
    x = (np.arange(mesh) + 0.5) / mesh
    frac = np.array(np.meshgrid(x, x, x, indexing="ij")).reshape(3, -1).T
    recip = np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]], float)
    phase = np.exp(0.5j * np.pi * (frac @ recip) @ SIGNS.T)
    hops = np.array([two_center(s / np.sqrt(3)) for s in SIGNS])
    anion, cation = onsite(shift)
    h = np.zeros((len(phase), 8, 8), complex)
    h[:, :4, :4] = anion
    h[:, 4:, 4:] = cation
    h[:, :4, 4:] = np.einsum("kj,jab->kab", phase, hops)
    h[:, 4:, :4] = h[:, :4, 4:].conj().transpose(0, 2, 1)
    _, levels, (ua, uc) = single_bond(shift)
    basis = np.zeros_like(h)
    cation_part = HYB_CATION.T[None] * phase.conj()[:, None, :]
    basis[:, :4, :4] = ua * HYB_ANION.T
    basis[:, 4:, :4] = uc * cation_part
    basis[:, :4, 4:] = uc * HYB_ANION.T
    basis[:, 4:, 4:] = -ua * cation_part
    h_bond = basis.conj().transpose(0, 2, 1) @ h @ basis
    return h_bond, basis, np.diag(np.repeat(levels, 4))


def fill(h_bond, basis):
    """Fill four bands: anion and cation electrons, band energy, gap."""
    e, c = np.linalg.eigh(h_bond)
    weight = np.abs(basis @ c[:, :, :4]) ** 2
    n_anion = 2 * weight[:, :4].sum() / len(e)
    n_cation = 2 * weight[:, 4:].sum() / len(e)
    energy = 2 * e[:, :4].sum() / len(e)
    return n_anion, n_cation, energy, e[:, 4].min() - e[:, 3].max()


def decouple(h_bond):
    """Remove every bond-antibond matrix element."""
    h = h_bond.copy()
    h[:, :4, 4:] = 0
    h[:, 4:, :4] = 0
    return h


# Derived formulas
eh_anion = (ANION_S + 3 * ANION_P) / 4
eh_cation = (CATION_S + 3 * CATION_P) / 4
v1_anion = (ANION_P - ANION_S) / 4
v1_cation = (CATION_P - CATION_S) / 4
v2 = (-SS + 2 * np.sqrt(3) * SP + 3 * PP_SIGMA) / 4
v3 = (eh_cation - eh_anion) / 2
root = np.hypot(v2, v3)
alpha = v3 / root
mean = (eh_anion + eh_cation) / 2
charge_cation = Z_CATION - 4 + 4 * alpha
charge_anion = Z_ANION - 4 - 4 * alpha
posed_anion = Z_ANION - 4 + 4 * alpha

# Hybrids and their matrix elements, all four directions
assert np.allclose(HYB_ANION @ HYB_ANION.T, np.eye(4))
assert np.allclose(HYB_CATION @ HYB_CATION.T, np.eye(4))
for hyb, site, eh, v1 in ((HYB_ANION, onsite()[0], eh_anion, v1_anion),
                          (HYB_CATION, onsite()[1], eh_cation, v1_cation)):
    expected = (eh + v1) * np.eye(4) - v1 * np.ones((4, 4))
    assert np.allclose(hyb @ site @ hyb.T, expected)
for i in range(4):
    element = HYB_ANION[i] @ two_center(SIGNS[i] / np.sqrt(3)) @ HYB_CATION[i]
    assert abs(element + v2) < 1e-12

# Single bond: levels, populations, and population as an energy slope
h2, levels, bond = single_bond()
assert np.allclose(levels, [mean - root, mean + root], atol=1e-12)
assert np.allclose(bond ** 2, [(1 + alpha) / 2, (1 - alpha) / 2], atol=1e-12)
step = 1e-3
slope = (single_bond(step)[1][0] - single_bond(-step)[1][0]) / (2 * step)
assert abs(slope - (1 + alpha) / 2) < 1e-6

# Crystal without bond-antibond coupling
h_full, basis, h_isolated = crystal(8)
h_block = decouple(h_full)
na_block, nc_block, e_block, gap_block = fill(h_block, basis)
bond_bands = np.linalg.eigvalsh(h_block[:, :4, :4])
antibond_bands = np.linalg.eigvalsh(h_block[:, 4:, 4:])
assert bond_bands.max() < antibond_bands.min()
assert np.ptp(bond_bands) > 1.0
assert abs(na_block - 4 * (1 + alpha)) < 1e-10
assert abs(nc_block - 4 * (1 - alpha)) < 1e-10
assert abs(e_block - 8 * (mean - root)) < 1e-9
assert abs(Z_ANION - na_block - charge_anion) < 1e-10
assert abs(Z_CATION - nc_block - charge_cation) < 1e-10
assert abs(Z_ANION - na_block - posed_anion) > 1.0
energies = []
for shift in (-step, step):
    h_shifted, basis_shifted, _ = crystal(8, shift)
    energies.append(fill(decouple(h_shifted), basis_shifted)[2])
na_slope = (energies[1] - energies[0]) / (2 * step)
assert abs(na_slope - 4 * (1 + alpha)) < 1e-5

# Full crystal, with a finer mesh as a convergence check
na_8, _, _, _ = fill(h_full, basis)
h_fine, basis_fine, _ = crystal(12)
na_full, nc_full, e_full, gap_full = fill(h_fine, basis_fine)
assert gap_full > 0
assert abs(na_full - na_8) < 2e-3


# Population error when all couplings between bonds are scaled by lam
def population_error(lam):
    h = h_isolated + lam * (h_full - h_isolated)
    return fill(h, basis)[0] - 4 * (1 + alpha)


def even_odd(lam):
    plus, minus = population_error(lam), population_error(-lam)
    return (plus + minus) / 2, (plus - minus) / 2


even_large, odd_large = even_odd(0.02)
even_small, odd_small = even_odd(0.01)
even_ratio = even_large / even_small
linear_coefficient = odd_small / 0.01
assert abs(even_ratio - 4) < 0.05
assert abs(linear_coefficient) < 1e-3


# Distance dependence: interatomic couplings vary as d**-2
def polarity_at(ratio):
    return 2 * single_bond(scale=ratio ** -2)[2][0] ** 2 - 1


log_step = 1e-4
rate_numeric = (polarity_at(np.exp(log_step))
                - polarity_at(np.exp(-log_step))) / (2 * log_step)
rate = 2 * alpha * (1 - alpha ** 2)
assert abs(rate_numeric - rate) < 1e-6
alpha_long = polarity_at(1.1)

print(f"anion s, p energies: {ANION_S:.1f}, {ANION_P:.1f} eV")
print(f"cation s, p energies: {CATION_S:.1f}, {CATION_P:.1f} eV")
print(f"V_ss_sigma, V_sp_sigma: {SS:.1f}, {SP:.1f} eV")
print(f"V_pp_sigma, V_pp_pi: {PP_SIGMA:.1f}, {PP_PI:.1f} eV")
print(f"valence electrons Zc, Za: {Z_CATION}, {Z_ANION}")
print(f"hybrid energy, anion: {eh_anion:.4f} eV")
print(f"hybrid energy, cation: {eh_cation:.4f} eV")
print(f"mean hybrid energy: {mean:.4f} eV")
print(f"V1, anion and cation: {v1_anion:.4f}, {v1_cation:.4f} eV")
print(f"covalent energy V2: {v2:.4f} eV")
print(f"polar energy V3: {v3:.4f} eV")
print(f"sqrt(V2^2+V3^2): {root:.4f} eV")
print(f"bond level: {levels[0]:.4f} eV")
print(f"antibond level: {levels[1]:.4f} eV")
print(f"polarity alpha_p: {alpha:.4f} (dimensionless)")
print(f"bond weight on anion: {bond[0]**2:.4f} (dimensionless)")
print(f"bond weight on cation: {bond[1]**2:.4f} (dimensionless)")
print(f"dE_bond/d(anion energy): {slope:.4f} (dimensionless)")
print("Crystal without bond-antibond coupling:")
print(f"  anion population: {na_block:.4f} electrons")
print(f"  cation population: {nc_block:.4f} electrons")
print(f"  anion population from energy slope: {na_slope:.4f} electrons")
print(f"  band energy per pair: {e_block:.4f} eV")
print(f"  bond bands: {bond_bands.min():.3f} to {bond_bands.max():.3f} eV")
print(f"  lowest antibond energy on mesh: {antibond_bands.min():.3f} eV")
print(f"cation charge Zc-4+4*alpha_p: {charge_cation:+.4f} e")
print(f"anion charge Za-4-4*alpha_p: {charge_anion:+.4f} e")
print(f"wrong anion value Za-4+4*alpha_p: {posed_anion:+.4f} e")
print(f"polarity for neutral atoms: {1 - Z_CATION / 4:.4f} (dimensionless)")
print("Full crystal, all couplings kept:")
print(f"  anion population: {na_full:.4f} electrons")
print(f"  anion charge: {Z_ANION - na_full:+.4f} e")
print(f"  cation charge: {Z_CATION - nc_full:+.4f} e")
print(f"  population minus bond-orbital value: {na_full-na_block:+.4f}")
print(f"  band energy per pair: {e_full:.4f} eV")
print(f"  gap on the mesh: {gap_full:.3f} eV")
print(f"  population change, mesh 8 to 12: {na_full - na_8:+.1e}")
print("Couplings between bonds scaled by a small factor:")
print(f"  even error at 0.01: {even_small:+.3e} electrons")
print(f"  even error at 0.02: {even_large:+.3e} electrons")
print(f"  ratio of even errors: {even_ratio:.4f} (dimensionless)")
print(f"  odd error/factor at 0.01: {linear_coefficient:+.1e} electrons")
print(f"d(alpha_p)/d(ln d), formula: {rate:.4f} (dimensionless)")
print(f"d(alpha_p)/d(ln d), numeric: {rate_numeric:.4f} (dimensionless)")
print(f"alpha_p at 10% longer bond: {alpha_long:.4f} (dimensionless)")
print(f"cation charge there: {Z_CATION - 4 + 4 * alpha_long:+.4f} e")
print("done: every assertion held")
```

It prints:

```
anion s, p energies: -18.0, -9.0 eV
cation s, p energies: -12.0, -6.0 eV
V_ss_sigma, V_sp_sigma: -1.8, 2.4 eV
V_pp_sigma, V_pp_pi: 3.0, -0.8 eV
valence electrons Zc, Za: 3, 5
hybrid energy, anion: -11.2500 eV
hybrid energy, cation: -7.5000 eV
mean hybrid energy: -9.3750 eV
V1, anion and cation: 2.2500, 1.5000 eV
covalent energy V2: 4.7785 eV
polar energy V3: 1.8750 eV
sqrt(V2^2+V3^2): 5.1332 eV
bond level: -14.5082 eV
antibond level: -4.2418 eV
polarity alpha_p: 0.3653 (dimensionless)
bond weight on anion: 0.6826 (dimensionless)
bond weight on cation: 0.3174 (dimensionless)
dE_bond/d(anion energy): 0.6826 (dimensionless)
Crystal without bond-antibond coupling:
  anion population: 5.4611 electrons
  cation population: 2.5389 electrons
  anion population from energy slope: 5.4611 electrons
  band energy per pair: -116.0653 eV
  bond bands: -22.741 to -9.842 eV
  lowest antibond energy on mesh: -7.168 eV
cation charge Zc-4+4*alpha_p: +0.4611 e
anion charge Za-4-4*alpha_p: -0.4611 e
wrong anion value Za-4+4*alpha_p: +2.4611 e
polarity for neutral atoms: 0.2500 (dimensionless)
Full crystal, all couplings kept:
  anion population: 5.2138 electrons
  anion charge: -0.2138 e
  cation charge: +0.2138 e
  population minus bond-orbital value: -0.2473
  band energy per pair: -119.8302 eV
  gap on the mesh: 2.813 eV
  population change, mesh 8 to 12: +3.7e-08
Couplings between bonds scaled by a small factor:
  even error at 0.01: -3.810e-05 electrons
  even error at 0.02: -1.524e-04 electrons
  ratio of even errors: 3.9999 (dimensionless)
  odd error/factor at 0.01: +1.3e-05 electrons
d(alpha_p)/d(ln d), formula: 0.6331 (dimensionless)
d(alpha_p)/d(ln d), numeric: 0.6331 (dimensionless)
alpha_p at 10% longer bond: 0.4289 (dimensionless)
cation charge there: +0.7156 e
done: every assertion held
```
